# Quadratic Stark Shift of the Infinite-Well Ground State, Derived Two Ways

A particle of mass $m$ and charge of magnitude $e$ is confined between impenetrable walls at $z=\pm L/2$. A uniform field $F$ adds the potential energy $V=eFz$. The ground level is then

$$E=E_1-\left(\frac{15}{\pi^2}-1\right)\frac{m e^2F^2L^4}{24\pi^2\hbar^2}+O(F^4),\qquad E_1=\frac{\pi^2\hbar^2}{2mL^2}.\tag{1}$$

The mass is constant, the band is parabolic, and the walls stay impenetrable at every field. The energy zero is the potential at the centre of the well. If $z$ were measured from the left wall instead, every level would gain the same constant $eFL/2$.

Reversing the sign of the charge or of the field turns $V$ into $-V$. The reflection $z\to-z$ undoes this change and leaves the walls in place, so the levels are even in $F$. There is no linear shift, and the first correction to the quadratic one is of order $F^4$.

Two abbreviations are used throughout:

$$k=\frac{\pi}{L},\qquad g=\frac{2meF}{\hbar^2}.$$

## First derivation: the polarized wave function

**The perturbation equations.** Write $H=H_0+V$, and expand the state and energy in powers of $F$:

$$\psi=\psi_0+\psi_1+\psi_2+\dots,\qquad E=E_1+E^{(1)}+E^{(2)}+\dots$$

The unperturbed ground state is $\psi_0=\sqrt{2/L}\,\cos kz$. Collecting the terms of first and second order in $(H_0+V)\psi=E\psi$ gives

$$(H_0-E_1)\psi_1=-V\psi_0+E^{(1)}\psi_0,$$

$$(H_0-E_1)\psi_2=-V\psi_1+E^{(1)}\psi_1+E^{(2)}\psi_0.$$

Take the scalar product of each equation with $\psi_0$. The left sides vanish, because $H_0$ is Hermitian on functions that are zero at the walls and $H_0\psi_0=E_1\psi_0$. The first equation gives $E^{(1)}=\langle\psi_0|V|\psi_0\rangle=0$, since $z\psi_0^2$ is odd. The second then gives

$$E^{(2)}=\langle\psi_0|V|\psi_1\rangle=eF\int_{-L/2}^{L/2}\psi_0\,z\,\psi_1\,dz.\tag{2}$$

**Solving for $\psi_1$.** With $H_0=-(\hbar^2/2m)\,d^2/dz^2$ and $E_1=\hbar^2k^2/2m$, multiplying the first-order equation by $-2m/\hbar^2$ gives

$$\psi_1''+k^2\psi_1=g\,z\,\psi_0,\qquad \psi_1(\pm L/2)=0.\tag{3}$$

The source is proportional to $z\cos kz$. Two functions produce terms of the required kind:

$$(z^2\sin kz)''+k^2z^2\sin kz=2\sin kz+4kz\cos kz,$$

$$(z\cos kz)''+k^2z\cos kz=-2k\sin kz.$$

We therefore try

$$\psi_1=\sqrt{\tfrac2L}\;g\left[\alpha z^2\sin kz+\beta z\cos kz+\gamma\sin kz\right],$$

where the last term solves the homogeneous equation. Equation (3) requires

$$4k\alpha\,z\cos kz+(2\alpha-2k\beta)\sin kz=z\cos kz,$$

so $\alpha=1/(4k)$ and $\beta=\alpha/k=1/(4k^2)$. At $z=L/2$ we have $\cos kz=0$ and $\sin kz=1$, so the wall condition is $\alpha L^2/4+\gamma=0$, or $\gamma=-L^2/(16k)$. The function is odd, so it vanishes at the other wall too. Hence

$$\psi_1=\sqrt{\frac2L}\,\frac{g}{4k^2}\left[z\cos kz+k\left(z^2-\frac{L^2}{4}\right)\sin kz\right].\tag{4}$$

A multiple of $\psi_0$ could still be added, but it would not alter (2), because $\langle\psi_0|V|\psi_0\rangle=0$.

For $eF>0$ and $0<z<L/2$, the bracket is negative near the centre, where it behaves as $z(1-k^2L^2/4)=z(1-\pi^2/4)$. The wave function is reduced there on the side of higher potential and raised on the other side.

**The integral.** Inserting (4) in (2) gives

$$E^{(2)}=eF\,\frac2L\,\frac{g}{4k^2}\,(I_1+I_2),$$

$$I_1=\int z^2\cos^2kz\,dz,\qquad I_2=k\int z\left(z^2-\frac{L^2}{4}\right)\sin kz\cos kz\,dz,$$

with all integrals from $-L/2$ to $L/2$. Both reduce to $J=\int z^2\cos 2kz\,dz$. Two integrations by parts give

$$J=\left[\frac{z^2\sin2kz}{2k}\right]-\frac1k\int z\sin2kz\,dz
=\frac1{2k^2}\Big[z\cos2kz\Big]-\frac1{2k^2}\int\cos2kz\,dz.$$

The first boundary term vanished because $\sin(\pm\pi)=0$, and the last integral vanishes over a full period. Since $\cos(\pm\pi)=-1$,

$$J=-\frac{L}{2k^2}=-\frac{L^3}{2\pi^2}.$$

From $\cos^2kz=\tfrac12(1+\cos2kz)$ and $\int z^2dz=L^3/12$,

$$I_1=\frac{L^3}{24}+\frac J2.$$

For $I_2$, use $\sin kz\cos kz=\tfrac12\sin2kz$ and integrate by parts. The polynomial vanishes at both walls, so there is no boundary term:

$$I_2=\frac14\int\left(3z^2-\frac{L^2}{4}\right)\cos2kz\,dz=\frac{3J}{4}.$$

The sum is

$$I_1+I_2=\frac{L^3}{24}+\frac{5J}{4}=\frac{L^3}{24}\left(1-\frac{15}{\pi^2}\right).$$

With $g=2meF/\hbar^2$ and $k^2=\pi^2/L^2$, the prefactor is

$$eF\,\frac2L\,\frac{2meF}{\hbar^2}\,\frac{L^2}{4\pi^2}=\frac{me^2F^2L}{\pi^2\hbar^2}.$$

Multiplying the two gives (1).

**Which state does the work.** Expanding $\psi_1$ in the unperturbed states $\phi_n$, with energies $n^2E_1$, turns (2) into

$$E^{(2)}=-\sum_{n>1}\frac{e^2F^2|z_{1n}|^2}{(n^2-1)E_1},\qquad z_{1n}=\langle\psi_0|z|\phi_n\rangle.$$

No term is positive. For odd $n$ the state $\phi_n$ is even in $z$, like $\psi_0$, so $z_{1n}=0$; the states of even $n$ give negative terms and push the ground level down. For $n=2$, $\phi_2=\sqrt{2/L}\sin2kz$ and

$$z_{12}=\frac1L\int z\,(\sin3kz+\sin kz)\,dz=\frac1L\left(-\frac{2}{9k^2}+\frac{2}{k^2}\right)=\frac{16L}{9\pi^2}\approx0.180\,L.$$

Here $\int z\sin pkz\,dz=2\sin(p\pi/2)/(p^2k^2)$ for odd $p$. This one state supplies 99.87% of the shift. The factor $L^4$ is also visible: the squared dipole length grows as $L^2$, and the energy denominator falls as $L^{-2}$.

## Second derivation: counting phase between the walls

**An exact form of the solution.** Let $E=\hbar^2q^2/2m$. The Schrödinger equation in the field is

$$\psi''+Q\psi=0,\qquad Q(z)=q^2-gz.\tag{5}$$

Look for a solution with a variable local wave number $W(z)>0$:

$$\psi=W^{-1/2}\sin\varphi,\qquad \varphi(z)=\int_{-L/2}^{z}W\,dz'.$$

In $\psi''$ the cosine terms are $(W^{-1/2})'W+(W^{1/2})'=-\tfrac12W^{-1/2}W'+\tfrac12W^{-1/2}W'=0$. The sine terms satisfy (5) if $(W^{-1/2})''-W^{3/2}+QW^{-1/2}=0$. Multiplying by $W^{1/2}$ and carrying out the derivatives gives

$$W^2=Q-\frac{W''}{2W}+\frac34\left(\frac{W'}{W}\right)^2.\tag{6}$$

No approximation has been made. This $\psi$ vanishes at the left wall. It vanishes at the right wall when the total phase is a multiple of $\pi$, and the ground state, having no interior node, has

$$\int_{-L/2}^{L/2}W\,dz=\pi.\tag{7}$$

**Expanding in the field.** Put $W=q+gw_1+g^2w_2+\dots$ in (6), holding $q$ fixed. At order $g$,

$$2qw_1=-z-\frac{w_1''}{2q},$$

which is solved by $w_1=-z/(2q)$. At order $g^2$, using $w_1''=0$,

$$w_1^2+2qw_2=-\frac{w_2''}{2q}+\frac{3w_1'^2}{4q^2}.$$

Since $w_1^2=z^2/(4q^2)$ and $w_1'^2=1/(4q^2)$, this becomes

$$2qw_2+\frac{w_2''}{2q}=\frac{3}{16q^4}-\frac{z^2}{4q^2}.$$

Try $w_2=Az^2+B$. The $z^2$ terms give $A=-1/(8q^3)$. The constants give $2qB+A/q=3/(16q^4)$, so $2qB=5/(16q^4)$, and

$$w_2=-\frac{z^2}{8q^3}+\frac{5}{32q^5}.$$

Equation (6) is a second-order differential equation for $W$, so its solutions are not unique. Any positive one serves in (7). We take the one whose value and slope at $z=0$ agree with the polynomials just found. Because (6) is regular near $W=q$, this solution depends smoothly on $g$ across the finite well, and its expansion to order $g^2$ is the one above.

**Solving for the energy.** The odd function $w_1$ integrates to zero. With $\int z^2dz=L^3/12$, condition (7) reads

$$qL-\frac{g^2L^3}{96q^3}+\frac{5g^2L}{32q^5}=\pi,\tag{8}$$

up to higher orders in $g$. At zero field $q=k$. Set $q=k+\delta$, with $\delta$ of order $g^2$. In the two terms that already carry $g^2$, $q$ may be replaced by $k$. Then

$$\delta=\frac{g^2L^2}{96k^3}-\frac{5g^2}{32k^5}=\frac{g^2L^2}{96k^3}\left(1-\frac{15}{k^2L^2}\right)=\frac{g^2L^2}{96k^3}\left(1-\frac{15}{\pi^2}\right).$$

The energy change is $\hbar^2[(k+\delta)^2-k^2]/2m=\hbar^2k\delta/m$ to this order, so

$$E^{(2)}=\frac{\hbar^2}{m}\,\frac{4m^2e^2F^2}{\hbar^4}\,\frac{L^4}{96\pi^2}\left(1-\frac{15}{\pi^2}\right),$$

which is again (1).

**What the two terms mean.** The expansion of the classical local wave number,

$$\sqrt{q^2-gz}=q-\frac{gz}{2q}-\frac{g^2z^2}{8q^3}+\dots,$$

contains every term of $W$ found above except $5g^2/(32q^5)$. The "1" in $1-15/\pi^2$ is therefore the semiclassical phase result, and alone it would raise the level. The $15/\pi^2$ comes from the derivatives of $W$ in (6), which matter because the ground state fits just half a wavelength into the well.

For level $n$, the right side of (7) becomes $n\pi$ and $k$ becomes $n\pi/L$. The same steps give

$$E_n^{(2)}=\frac{me^2F^2L^4}{24\pi^2\hbar^2n^2}\left(1-\frac{15}{n^2\pi^2}\right).$$

Since $15/\pi^2\approx1.52$ lies between 1 and 4, the ground level moves down and all the others move up at this order.

## What each derivation assumes

Both assume hard walls, a uniform field and a constant mass. They differ in what else they require and in what must be solvable.

The first needs an isolated level and a perturbation that is small on the scale of the gap. Here $|V|\le eFL/2$ and the nearest level is $3E_1$ away. On a circle of radius $3E_1/2$ around $E_1$ in the complex energy plane, the resolvent of $H_0$ has norm $2/(3E_1)$. The expansion of the perturbed resolvent in powers of $V$ therefore converges there if $eFL<3E_1$. This is a sufficient condition, not the limit of usefulness. The method does not depend on the problem being one-dimensional or on the potential being linear, but a closed result requires either solving the first-order equation or carrying out the sum over states exactly.

The second does not use the unperturbed states or matrix elements. It relies on a second-order equation in one dimension and on hard walls that turn the boundary conditions into a phase count. In exchange it treats every level at once and separates the semiclassical part from the rest. The function $W$ can be chosen positive even where $Q$ is negative, so condition (7) remains exact when part of the well is classically forbidden.

Both have the same natural small parameter,

$$f=\frac{eFL}{E_1}=\frac{2meFL^3}{\pi^2\hbar^2},$$

the potential drop across the well in units of the confinement energy. In terms of $f$, (1) becomes

$$\frac{E}{E_1}=1-af^2+bf^4+\dots,\qquad a=\frac{15-\pi^2}{48\pi^2}\approx0.01083.\tag{9}$$

## Comparison with the exact Airy levels

Equation (5) can be solved at any field. Define $\ell=g^{-1/3}=(\hbar^2/2meF)^{1/3}$ and $\xi=z/\ell-E/(eF\ell)$. Then $Q=-\xi/\ell^2$, and (5) becomes $d^2\psi/d\xi^2=\xi\psi$, whose solutions are $\mathrm{Ai}(\xi)$ and $\mathrm{Bi}(\xi)$. A combination of them can vanish at both walls, $\xi_\pm=(\pm L/2-E/eF)/\ell$, if

$$\mathrm{Ai}(\xi_-)\,\mathrm{Bi}(\xi_+)-\mathrm{Ai}(\xi_+)\,\mathrm{Bi}(\xi_-)=0.\tag{10}$$

The lowest root is the ground level of the model, with no expansion in $F$.

Take the round parameters $m=0.07$ electron masses and $L=10$ nm, for which $E_1=53.72$ meV. At $F=10$ mV/nm the potential drop is $eFL=100$ meV, so $f=100/53.72=1.86$. Equation (9) gives

$$E^{(2)}=-a\,\frac{(eFL)^2}{E_1}=-0.01083\times\frac{(100\ \text{meV})^2}{53.72\ \text{meV}}=-2.016\ \text{meV}.$$

The root of (10) gives $-2.002$ meV. Other fields compare as follows, with the excess of the quadratic law taken relative to the exact shift.

| $F$ (mV/nm) | $f$ | quadratic (meV) | exact (meV) | excess (%) |
|---:|---:|---:|---:|---:|
| 1 | 0.186 | −0.0202 | −0.0202 | 0.007 |
| 5 | 0.931 | −0.5040 | −0.5031 | 0.17 |
| 10 | 1.86 | −2.016 | −2.002 | 0.68 |
| 20 | 3.72 | −8.06 | −7.86 | 2.6 |
| 50 | 9.31 | −50.4 | −44.2 | 14 |
| 100 | 18.6 | −201.6 | −142.4 | 42 |

At small $f$ the relative excess grows as $f^2$, as the quartic term in (9) requires. Dividing the remainder $E/E_1-1+af^2$ of the Airy level by $f^4$ at $f=0.4$ gives $b\approx2.13\times10^{-5}$. Perturbation theory carried to fourth order numerically gives $2.14\times10^{-5}$. The excess is then about $(b/a)f^2$, which reaches 1% near $f=2.25$; the Airy levels put this point at $f=2.27$. An excess of 10% is reached at $f=7.6$. Because $f\propto L^3$, doubling the width lowers the field at which a given excess appears by a factor of eight.

The quartic term does not rescue the series at strong field. At 100 mV/nm it changes the prediction to $-63.9$ meV, farther from the exact shift than the quadratic value.

**Displacement of the charge.** For a normalized eigenstate, $dE/d(eF)=\langle\partial H/\partial(eF)\rangle=\langle z\rangle$, because the terms from differentiating the state add up to $E$ times the derivative of the norm, which is zero. To first order in the field,

$$\langle z\rangle=\frac{2E^{(2)}}{eF}=\frac{2\times(-2.016\ \text{meV})}{10\ \text{meV/nm}}=-0.403\ \text{nm}$$

at 10 mV/nm. Diagonalizing the Hamiltonian gives $-0.398$ nm. To second order in $F$, the potential energy thus falls by $2|E^{(2)}|$ while the kinetic energy rises by $|E^{(2)}|$: half of the gain from moving downhill is spent on deforming the wave function.

**Strong field.** When the particle is pressed against the left wall, the right wall hardly matters. Without it the solution must decay to the right, so $\psi=\mathrm{Ai}(\xi)$, and the first zero of $\mathrm{Ai}$, at $-2.338$, must lie at $z=-L/2$. This gives the triangular-well level

$$E_\triangle=-\frac{eFL}{2}+2.338\,eF\ell.$$

Removing a wall enlarges the set of allowed trial functions and cannot raise the ground level, so $E_\triangle$ is a lower bound on $E$. At 50 mV/nm it is 9.09 meV and the exact level is 9.56 meV. At 100 mV/nm the two are $-88.72$ and $-88.70$ meV. Since $E_\triangle$ falls no faster than linearly in $F$, a law quadratic in $F$ must eventually drop below it. At 50 mV/nm it already has: $53.7-50.4=3.3$ meV, below the bound of 9.09 meV.

A real well has barriers of finite height. The wave function then enters the barriers, which enlarges the coefficient in (1) considerably (for the mass and width above and 300 meV barriers with the same mass, the weak-field shift is about three times larger), and a uniform field extending through them lets the particle tunnel out, so the level acquires a finite lifetime. Neither effect is contained in (1) or (10). The rows at 50 and 100 mV/nm describe the hard-wall model only: there the level lies 260 and 411 meV above the potential at the left wall, comparable to or above a barrier of a few hundred meV and high enough that a parabolic band cannot be taken for granted. The numerical check checks the perturbation formula against the Airy roots at weak field and against the sum over states, checks the Airy roots against diagonalization, and checks the first-order displacement against the diagonalized ground state.

## Values computed for the example and the checks

```
mass = 0.07 electron masses, width L = 10.0 nm
E1 = 53.7186 meV
coefficient (15/pi^2-1)/(24 pi^2) = 0.00219452
sum over even n of n^2/(n^2-1)^5 = 0.01648274
|z_12|/L = 0.180127
share of n=2 in the second-order sum = 99.868 %
a (coefficient of -f^2, energy in E1) = 0.01082954
b (coefficient of +f^4, from state sums) = 2.13526e-05
b from Airy residual at f = 0.4: 2.13362e-05
quadratic law 1% too large at f = 2.268
quadratic law 10% too large at f = 7.624
F mV/nm |   f    | quadratic meV | with quartic meV | exact meV | excess %
      1 |  0.186 |      -0.02016 |         -0.02016 |  -0.02016 |    0.007
      2 |  0.372 |      -0.08064 |         -0.08062 |  -0.08062 |    0.027
      5 |  0.931 |      -0.50399 |         -0.50313 |  -0.50314 |    0.170
     10 |  1.862 |      -2.01598 |         -2.00220 |  -2.00242 |    0.677
     20 |  3.723 |      -8.06390 |         -7.84351 |  -7.85700 |    2.633
     50 |  9.308 |     -50.39939 |        -41.79032 | -44.15753 |   14.135
    100 | 18.616 |    -201.59754 |        -63.85248 | -142.42120 |   41.550
<z> at 10 mV/nm, first order = -0.40320 nm
<z> at 10 mV/nm, diagonalized = -0.39782 nm
first zero of Ai at -2.33811
F = 50 mV/nm: l = 2.2162 nm, triangular level = 9.0913 meV, exact = 9.5611 meV
F = 100 mV/nm: l = 1.7590 nm, triangular level = -88.7183 meV, exact = -88.7026 meV
```
